# A trion matrix built on GW energies and the BSE kernel, part 1

(Sections cited here and not found follow in the second part.)

**Q.** A trion can be pictured as an exciton with an extra electron attached. In a treatment built on GW energies and the BSE kernel it becomes a matrix to be diagonalized. On which states, and are they even orthonormal?

**A.** Atomic units hold in the algebra. The labels are spin orbitals, \(v,w\) for filled and \(c,d\) for empty ones. The reference \(|0\rangle\) has every \(v\) filled, so \(a_c|0\rangle=0\) and \(a_v^\dagger|0\rangle=0\). The basis states have one electron more than the reference:
\[ |vc_1c_2\rangle=a^\dagger_{c_1}a^\dagger_{c_2}a_v|0\rangle=-|vc_2c_1\rangle . \]
The bra is \(\langle0|a_v^\dagger a_{c_2}a_{c_1}\). Write \(\delta_{12'}\) for \(\delta_{c_1c_2'}\), and so on. On any state \(|\Phi\rangle\) with no conduction electron, moving \(a_{c_1}\) to the right gives
\[ a_{c_1}a^\dagger_{c_1'}a^\dagger_{c_2'}|\Phi\rangle=\big(\delta_{11'}a^\dagger_{c_2'}-\delta_{12'}a^\dagger_{c_1'}\big)|\Phi\rangle , \]
where the minus sign comes from passing \(a^\dagger_{c_1'}\). Applying \(a_{c_2}\) and using \(\langle0|a_v^\dagger a_{v'}|0\rangle=\delta_{vv'}\),
\[ \langle vc_1c_2|v'c_1'c_2'\rangle=\delta_{vv'}\,(\delta_{11'}\delta_{22'}-\delta_{12'}\delta_{21'}). \]
With \(c_1<c_2\) on both sides the second product vanishes and the set is orthonormal. If all ordered pairs are kept, each state is expanded on the orthonormal set by a matrix \(T\) with entries \(+1\) for \(c_1<c_2\), \(-1\) for the reversed pair and \(0\) for \(c_1=c_2\). The matrix over ordered pairs is \(THT^\dagger\) with \(T^\dagger T=2\). If \(Hx=Ex\), then \(THT^\dagger(Tx)=2E\,Tx\), and every vector with \(T^\dagger y=0\) has eigenvalue zero. For 8 filled and 8 empty spin orbitals, 512 ordered labels cover 224 states and leave 288 zero modes.

**Q.** Before any screening is brought in: what does the true Hamiltonian give on these states?

**A.** Define \(\langle pq|U|rs\rangle=\int p^*(1)q^*(2)U(1,2)r(1)s(2)\) for a real symmetric \(U\), so that \(\langle pq|U|rs\rangle=\langle qp|U|sr\rangle\), and \(\langle pq\|rs\rangle=\langle pq|V|rs\rangle-\langle pq|V|sr\rangle\) with \(V\) the bare Coulomb interaction. Then
\[ H=\sum_{pq}h_{pq}a^\dagger_pa_q+\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\,a_p^\dagger a_q^\dagger a_sa_r . \]
Between two states of our basis only the terms that keep the number of conduction electrons survive: \(cc\) and \(vv\) in the first sum, \(cccc\), \(cvcv\) and \(vvvv\) in the second.

The one-body valence term is rewritten with \(a_v^\dagger a_{v'}=\delta_{vv'}-a_{v'}a_v^\dagger\).

In the mixed term the conduction label can stand in either of two creation places and either of two annihilation places. Each swap changes the sign of the integral and of the operator string, so the four placements are equal and cancel the \(\tfrac14\):
\[ \sum\langle cv'\|c'v\rangle\,a_c^\dagger a_{v'}^\dagger a_va_{c'}=\sum_{cc'}\sum_w\langle cw\|c'w\rangle\,a_c^\dagger a_{c'}+\sum\langle cv'\|vc'\rangle\,B^\dagger_{vc}B_{v'c'} . \]
Here \(a^\dagger_{v'}a_v=\delta_{vv'}-a_va^\dagger_{v'}\) was used, the minus sign was absorbed by \(\langle cv'\|c'v\rangle=-\langle cv'\|vc'\rangle\), and \(B^\dagger_{vc}=a_c^\dagger a_v\), \(B_{v'c'}=a^\dagger_{v'}a_{c'}\).

In the valence term the creators are moved to the right. First \(a_2^\dagger a_4=\delta_{24}-a_4a_2^\dagger\) gives \(a_1^\dagger a_2^\dagger a_4a_3=\delta_{24}a_1^\dagger a_3-a_1^\dagger a_4a_2^\dagger a_3\). Then \(a_1^\dagger a_3=\delta_{13}-a_3a_1^\dagger\), \(a_1^\dagger a_4a_2^\dagger a_3=(\delta_{14}-a_4a_1^\dagger)(\delta_{23}-a_3a_2^\dagger)\) and \(a_4a_1^\dagger a_3a_2^\dagger=\delta_{13}a_4a_2^\dagger-a_4a_3a_1^\dagger a_2^\dagger\) lead to
\[ a_1^\dagger a_2^\dagger a_4a_3=\delta_{13}\delta_{24}-\delta_{14}\delta_{23}-\delta_{24}a_3a_1^\dagger+\delta_{14}a_3a_2^\dagger+\delta_{23}a_4a_1^\dagger-\delta_{13}a_4a_2^\dagger+a_4a_3a_1^\dagger a_2^\dagger . \]
The last string fills two holes and vanishes on states with one. The constants give \(\tfrac12\sum\langle vw\|vw\rangle\). By the antisymmetry of the integral the four quadratic terms are equal and sum to \(-\sum_w\langle vw\|v'w\rangle a_{v'}a_v^\dagger\).

The pieces combine into the Fock matrix \(f_{pq}=h_{pq}+\sum_w\langle pw\|qw\rangle\) and the energy \(E_0=\sum_vh_{vv}+\tfrac12\sum\langle vw\|vw\rangle\). For canonical Hartree-Fock orbitals \(f_{pq}=\varepsilon_p\delta_{pq}\), and \(a_va_v^\dagger=1-n_v\), so the projection of \(H-E_0\) is
\[ \sum_c\varepsilon_cn_c-\sum_v\varepsilon_v(1-n_v)+\tfrac12\sum\langle c_1c_2|V|c_1'c_2'\rangle a^\dagger_{c_1}a^\dagger_{c_2}a_{c_2'}a_{c_1'}+\sum\langle cv'\|vc'\rangle B^\dagger_{vc}B_{v'c'} . \]
This is exact as a projection.

**Q.** That is configuration interaction with Hartree-Fock energies. GW and the BSE kernel are nowhere in it. Are you going to derive them or insert them?

**A.** They are inserted. The energies become GW quasiparticle energies. The electron-electron term takes the static screened interaction \(W\). The electron-hole term \(\langle cv'|V|vc'\rangle-\langle cv'|V|c'v\rangle\) becomes the BSE kernel
\[ K_{vc,v'c'}=-\langle cv'|W|c'v\rangle+\langle cv'|V|vc'\rangle . \]
In the BSE the kernel is the derivative of the Hartree potential and the self-energy with respect to \(G\). The Hartree part yields the bare exchange term. The self-energy \(iGW\), with the variation of \(W\) neglected and \(W\) taken static, yields the screened direct term. The effective Hamiltonian is
\[ H_{\rm eff}=\sum_c\varepsilon_cn_c-\sum_v\varepsilon_v(1-n_v)+\tfrac12\sum\langle c_1c_2|W|c_1'c_2'\rangle a^\dagger_{c_1}a^\dagger_{c_2}a_{c_2'}a_{c_1'}+\sum K_{vc,v'c'}B^\dagger_{vc}B_{v'c'} . \]
On \(|vc\rangle=B^\dagger_{vc}|0\rangle\) one has \(B_{v'c'}|vc\rangle=\delta_{vv'}\delta_{cc'}|0\rangle\), so the matrix is \((\varepsilon_c-\varepsilon_v)\delta_{vv'}\delta_{cc'}+K_{vc,v'c'}\), the BSE in the Tamm-Dancoff approximation. On three-particle states \(H_{\rm eff}\) is a sum of pairwise terms, chosen to meet two requirements: it reduces to that BSE, and it reduces to the exact projection for Hartree-Fock energies and \(W=V\). These do not fix the electron-electron term, which does not act on \(|vc\rangle\); a bare \(V\) there would meet both. Taking \(W\) is a further choice, supported for the long-range direct part by the separation argument below. It is not the outcome of a controlled expansion of the three-particle Green function. Genuine three-body kernels, the frequency dependence of \(W\) and the change of \(W\) caused by the added particles are absent.

**Q.** Granted as a definition. Now the matrix elements, with the signs traced.

**A.** The one-body part multiplies \(|v'c_1'c_2'\rangle\) by \(\varepsilon_{c_1'}+\varepsilon_{c_2'}-\varepsilon_{v'}\), so its element is that energy times the overlap.

For the repulsion, the overlap algebra gives \(a_sa_ra^\dagger_{c_1'}a^\dagger_{c_2'}\to\delta_{r1'}\delta_{s2'}-\delta_{r2'}\delta_{s1'}\). The result is \(\tfrac12\sum_{pq}(W_{pq,1'2'}-W_{pq,2'1'})|v'pq\rangle\), with \(W_{pq,rs}=\langle pq|W|rs\rangle\). Projection on \(\langle vc_1c_2|\) gives
\[ \tfrac12\delta_{vv'}\big(W_{12,1'2'}-W_{12,2'1'}-W_{21,1'2'}+W_{21,2'1'}\big)=\delta_{vv'}\big(W_{12,1'2'}-W_{12,2'1'}\big), \]
because \(W_{21,2'1'}=W_{12,1'2'}\) and \(W_{21,1'2'}=W_{12,2'1'}\). The exchange between the two electrons carries \(W\), since it is the same operator acting on an antisymmetric state.

For the kernel, apply \(B_{wd}=a_w^\dagger a_d\) to the ket. The annihilator gives \((\delta_{d1'}a^\dagger_{c_2'}-\delta_{d2'}a^\dagger_{c_1'})a_{v'}|0\rangle\). The creator must pass one conduction operator: \(a_w^\dagger a_c^\dagger a_{v'}|0\rangle=-\delta_{wv'}a_c^\dagger|0\rangle\). Hence
\[ B_{wd}|v'c_1'c_2'\rangle=\delta_{wv'}\big(\delta_{d2'}a^\dagger_{c_1'}-\delta_{d1'}a^\dagger_{c_2'}\big)|0\rangle . \]
Next, \(B^\dagger_{vc}a^\dagger_e|0\rangle=a_c^\dagger a_va_e^\dagger|0\rangle=-a_c^\dagger a_e^\dagger a_v|0\rangle=|v\,e\,c\rangle\) for any conduction label \(e\). The kernel therefore produces \(\sum_{vc}\big(K_{vc,v'c_2'}|vc_1'c\rangle-K_{vc,v'c_1'}|vc_2'c\rangle\big)\). With \(\langle vc_1c_2|v\,e\,c\rangle=\delta_{c_1e}\delta_{c_2c}-\delta_{c_1c}\delta_{c_2e}\), each term splits in two. Collecting everything,
\[ \begin{aligned}\langle vc_1c_2|H_{\rm eff}|v'c_1'c_2'\rangle={}&(\varepsilon_{c_1}+\varepsilon_{c_2}-\varepsilon_v)\,\delta_{vv'}(\delta_{11'}\delta_{22'}-\delta_{12'}\delta_{21'})\\&+\delta_{vv'}\big(W_{12,1'2'}-W_{12,2'1'}\big)\\&+K_{vc_1,v'c_1'}\delta_{22'}+K_{vc_2,v'c_2'}\delta_{11'}\\&-K_{vc_1,v'c_2'}\delta_{21'}-K_{vc_2,v'c_1'}\delta_{12'} .\end{aligned} \]
In each kernel term one electron is a spectator. The sign is negative when the spectator stands in different places in bra and ket, which makes the whole element odd under \(c_1\leftrightarrow c_2\) and under \(c_1'\leftrightarrow c_2'\).

**Q.** The state \(a_c^\dagger|0\rangle\) has the same number of electrons as your basis. The Hamiltonian couples them. Is that coupling small?

**A.** Not in general. The one-body route \(f_{dv}a_d^\dagger a_v\) vanishes for Hartree-Fock orbitals. The two-body terms with two conduction creators and one annihilator of each kind have two equal placements, \(\tfrac12\sum\langle pq\|c'v\rangle a_p^\dagger a_q^\dagger a_va_{c'}\). On \(a_c^\dagger|0\rangle\) they give \(\tfrac12\sum_{pqv}\langle pq\|cv\rangle|vpq\rangle\), and the two terms of the overlap double the result:
\[ \langle vc_1c_2|H|c\rangle=\langle c_1c_2\|cv\rangle . \]
For LiH at 1.60 Å in restricted Hartree-Fock with the STO-3G basis, the largest such element is several eV. It is 3.65 eV for orbitals of pure spin, and 3.3 eV for one random unitary mixing of the two spin orbitals of each level; the largest single element depends on that mixing. It also depends on the basis, through the shape of the virtual orbitals: for pure spin it is 4.25 eV in cc-pVDZ, 3.28 eV in aug-cc-pVDZ and 5.09 eV in cc-pVTZ. Only the order of magnitude is meaningful.

In second order the coupling shifts \(|c\rangle\) by \(\sum_{v,c_1<c_2}|\langle c_1c_2\|cv\rangle|^2/(\varepsilon_c+\varepsilon_v-\varepsilon_{c_1}-\varepsilon_{c_2})\). This is the two-electron-one-hole part of the second-order self-energy, and its direct part is the two-electron-one-hole piece of the lowest term of the GW correlation self-energy. Keeping the coupling on top of GW energies would count that direct part twice, which is the reason for dropping it. There is a price. If a high conduction state is degenerate with the trion and has its momentum and spin, the same element drives Auger decay, and \(H_{\rm eff}\) contains no such lifetime. The coupling to three-electron-two-hole states is dropped as well; this is the Tamm-Dancoff restriction together with the assumption that its screening effect resides in \(W\) and \(\varepsilon\).

**Q.** A pairwise recipe can fail to separate properly. If one electron is far away, do you recover the exciton?

**A.** Let \(c_1=c_1'=s\) be an orbital at distance \(R\) that overlaps no other. Every integral containing a product of \(s\) with another orbital at the same coordinate vanishes. That removes \(W_{sc,c's}\) and the exchange part of \(K_{vs,v's}\), while the two negative kernel terms vanish through their deltas. What remains is
\[ (\varepsilon_s+\varepsilon_c-\varepsilon_v)\delta_{vv'}\delta_{cc'}+K_{vc,v'c'}+\delta_{vv'}\langle sc|W|sc'\rangle-\delta_{cc'}\langle sv'|W|sv\rangle . \]
To leading order in \(1/R\) the potential of \(s\) is a constant \(w\) over the system, and the last two terms are \(w\delta_{vv'}\delta_{cc'}-w\delta_{vv'}\delta_{cc'}=0\). The eigenvalues are \(\varepsilon_s+\Omega\), with \(\Omega\) the BSE energies, up to dipole terms of order \(R^{-2}\). The cancellation needs the same \(W\) in the repulsion and in the direct attraction.

As an illustration with \(W=V\), a hydrogen 1s basis function without nucleus is placed 60 Å from the LiH molecule, perpendicular to its axis. Diagonalizing the block with one electron in that orbital and subtracting \(\varepsilon_s\) gives 3.5172 eV for the lowest level, the value of the lowest Tamm-Dancoff excitation of the isolated molecule in the same STO-3G basis. This level is a triplet and is not converged in the basis: it lies at 3.07 eV in cc-pVDZ and 3.10 eV in cc-pVTZ, about 0.4 eV lower. The digits serve only to compare the two spectra. The largest difference between the two spectra is \(1.5\times10^{-4}\) eV, against \(e^2/R=0.240\) eV for either term alone. In this geometry the field is perpendicular to the permanent dipoles, so the first-order remainder is expected to start at \(R^{-3}\).

The effective Hamiltonian, chosen rather than derived, now has explicit matrix elements on an orthonormal basis, and it recovers the exciton when one electron is far away. What remains is its use in a crystal, the roles of spin and light, a numerical example with binding energies, and the limits of the method.
